\section*{Heat Conduction Across a Thin Dielectric Between Black Phonon Walls}

A dielectric film of thickness $L$ separates two metal surfaces, as it does between levels of wiring on a chip. When $L$ is comparable with the phonon mean free path, the film has no conductivity independent of its thickness. The parts below find the effective conductivity in the simplest transport model, test it in both limits, and size what the model omits.

The phonons are gray: all have speed $v$ and mean free path $\Lambda$. Scattering is isotropic and conserves energy. Temperature differences are small, so the heat capacity per volume $C$ can be taken as constant, and $T$ is counted from a fixed reference. Heat flows steadily along $x$, from a wall at $x=0$ to one at $x=L$. The walls are black: they absorb every phonon that reaches them and emit isotropically at temperatures $T_1>T_2$. Inside the film, $T(x)$ means the local energy density divided by $C$, whether or not the phonons are in equilibrium.

\section*{(a) From the transport equation to Fourier's law}

\emph{Let $I(x,\mu)$ be the energy flux per solid angle in the direction with cosine $\mu$ to the $x$ axis. Assume that $I$ is linear in $\mu$, and find the heat flux $q$ and the two one-way fluxes.}

Scattering removes energy from a direction at the rate $I/\Lambda$ per unit path and returns it evenly over all directions:
\begin{equation}
\mu\frac{\partial I}{\partial x}=\frac{I_0-I}{\Lambda},\qquad I_0=\frac12\int_{-1}^{1}I\,d\mu .
\label{bte}
\end{equation}
The heat flux is $q=2\pi\int_{-1}^1\mu I\,d\mu$. Integrating \eqref{bte} over $\mu$ makes the right side vanish, since $\int I\,d\mu=2I_0$. Hence $dq/dx=0$, which is energy conservation.

Now take the trial form $I=a(x)+b\mu$, known as the P1 approximation. The energy density is the integral of $I/v$ over solid angle, so
\begin{equation}
CT=\frac{4\pi a}{v}\quad\Rightarrow\quad a=\frac{CvT}{4\pi},
\qquad q=2\pi b\int_{-1}^{1}\mu^2d\mu=\frac{4\pi b}{3}.
\label{ab}
\end{equation}
Constant $q$ means constant $b$. Multiply \eqref{bte} by $\mu$ and integrate. The term with $I_0$ is odd in $\mu$ and drops out:
\begin{equation}
\frac23\frac{da}{dx}=-\frac1\Lambda\,\frac{2b}{3}
\quad\Rightarrow\quad b=-\Lambda\frac{da}{dx}.
\end{equation}
Inserting this in \eqref{ab} gives
\begin{equation}
q=-\frac{4\pi\Lambda}{3}\frac{da}{dx}=-k\frac{dT}{dx},\qquad k=\frac{Cv\Lambda}{3}.
\label{fourier}
\end{equation}
The flux carried towards positive $x$ is
\begin{equation}
j_+=2\pi\int_0^1\mu(a+b\mu)\,d\mu=\pi a+\frac{2\pi b}{3}=\frac{CvT}{4}+\frac q2 .
\label{jplus}
\end{equation}
The flux carried the other way, counted positive, is $j_-=-2\pi\int_{-1}^0\mu I\,d\mu=CvT/4-q/2$. Their difference is $q$, as it must be.

\section*{(b) Marshak conditions and the effective conductivity}

\emph{The true boundary condition fixes $I$ for every direction that enters the film. The trial form has too few constants for that. Require instead that the entering flux be correct at each wall, and find $k_{\rm eff}=qL/(T_1-T_2)$.}

A black wall emits the intensity $CvT_1/(4\pi)$ in every outward direction. Its flux is $\pi$ times this, or $CvT_1/4$. The Marshak conditions are therefore
\begin{align}
\frac{CvT(0)}4+\frac q2&=\frac{CvT_1}{4}, &
\frac{CvT(L)}4-\frac q2&=\frac{CvT_2}{4}.
\end{align}
Multiplying by $4/(Cv)$ shows a temperature jump at each wall:
\begin{equation}
T_1-T(0)=\frac{2q}{Cv},\qquad T(L)-T_2=\frac{2q}{Cv}.
\label{jumps}
\end{equation}
By \eqref{fourier} the drop inside the film is $T(0)-T(L)=qL/k$. The three drops add:
\begin{equation}
T_1-T_2=q\left(\frac Lk+\frac4{Cv}\right)
=\frac{qL}{k}\left(1+\frac{4k}{CvL}\right).
\label{series}
\end{equation}
With $k=Cv\Lambda/3$, the last fraction is $4\Lambda/(3L)$, so
\begin{equation}
\boxed{\;k_{\rm eff}=\frac{k}{1+\dfrac{4\Lambda}{3L}}\;}
\label{result}
\end{equation}
In the P1 approximation, the film acts as a bulk resistance $L/k$ in series with a wall resistance $4/(Cv)$ that depends on neither $L$ nor $\Lambda$. The jumps do not come from imperfect contact. At the hot wall, the phonons moving into the film come from the wall, but those moving towards the wall come from colder regions. The local energy density therefore lies below that of phonons in equilibrium at $T_1$.

\section*{(c) The diffusive limit}

\emph{Show that \eqref{result} has the correct limit for $L\gg\Lambda$, judged by the transport equation itself.}

The formula gives $k_{\rm eff}\to k$. To check this without the trial form, let $I_0$ be linear in $x$ and try
\begin{equation}
I=I_0-\mu\Lambda\frac{dI_0}{dx}.
\end{equation}
The angular mean of this $I$ is $I_0$. The left side of \eqref{bte} is $\mu\,dI_0/dx$, because the second derivative vanishes, and the right side is the same. This is thus an exact solution away from the walls, and it carries the flux \eqref{fourier}. It fails near the walls, where the entering intensity has another angular shape. Those layers have a thickness set by $\Lambda$, so their share of the total drop falls as $\Lambda/L$, and the limit $k$ is exact for the gray model.

\section*{(d) The ballistic limit}

\emph{Do the same for $L\ll\Lambda$. Why does a poor angular form give the right flux, and would another boundary condition do as well?}

For small $L$ the 1 in the denominator of \eqref{result} is negligible:
\begin{equation}
k_{\rm eff}\to\frac{3kL}{4\Lambda}=\frac{CvL}{4},\qquad
q\to\frac{Cv}{4}(T_1-T_2).
\label{ball}
\end{equation}
Without scattering, each wall's emission crosses the film unchanged. Then $j_+=CvT_1/4$ and $j_-=CvT_2/4$ everywhere, and $q=j_+-j_-$ gives \eqref{ball}.

The true intensity is a step: one value for $\mu>0$ and another for $\mu<0$. A straight line in $\mu$ describes it badly. The flux, however, needs only the difference of the one-way fluxes, and these are what the Marshak conditions prescribe.

The Mark conditions instead fix the intensity at $\mu=\pm1/\sqrt3$. At the hot wall, with $b=3q/(4\pi)$,
\begin{equation}
\frac{CvT(0)}{4\pi}+\frac{3q}{4\pi\sqrt3}=\frac{CvT_1}{4\pi}
\quad\Rightarrow\quad T_1-T(0)=\frac{\sqrt3\,q}{Cv}.
\end{equation}
The cold wall gives an equal jump. As $L\to0$ the two jumps make up the whole difference, so $q=Cv(T_1-T_2)/(2\sqrt3)$. This is $2/\sqrt3=1.155$ times the correct flux. The diffusive limit survives this change of boundary condition, but the ballistic limit does not.

\section*{(e) Between the limits}

\emph{Set up the full gray problem, compare the first corrections in both limits, and find the error of \eqref{result} in between.}

Let $t=x/\Lambda$, $\tau=L/\Lambda$ and $\Theta=(T-T_2)/(T_1-T_2)$. Integrating \eqref{bte} along each direction gives the intensity as attenuated wall emission plus attenuated re-emission from the film. With $E_n(t)=\int_0^1\mu^{n-2}e^{-t/\mu}d\mu$, the angular mean is
\begin{equation}
2\Theta(t)=E_2(t)+\int_0^\tau\Theta(t')E_1(|t-t'|)\,dt'.
\label{integral}
\end{equation}
The flux at the hot wall is the emission minus what returns. In units of the ballistic flux,
\begin{equation}
Q=\frac{q}{Cv(T_1-T_2)/4}=1-2\int_0^\tau\Theta(t)E_2(t)\,dt .
\label{Q}
\end{equation}

\emph{Thin film.} As $\tau\to0$, $E_2\to1$ and the integral in \eqref{integral} vanishes, so $\Theta\to\frac12$. Then \eqref{Q} gives $Q\simeq1-\tau$. In the same units, \eqref{result} reads $Q=1/(1+3\tau/4)\simeq1-3\tau/4$. The limit is right, but the first loss is too small by a quarter. The numerical solution at $\tau=0.001$ has $(1-Q)/\tau=0.996$, against $0.749$ from the formula.

\emph{Thick film.} Since $2/(Cv)=2\Lambda/(3k)$, each jump in \eqref{jumps} equals the drop over an extra bulk length $2\Lambda/3$. The full problem of one wall and a half-space, the Milne problem, has the extra length $0.7104\,\Lambda$; this constant is quoted here without derivation. Two walls then replace $4/3$ in \eqref{result} by $2\times0.7104=1.421$. The numerical film solution at $\tau=10$ gives $1.420$ with 800 cells; the last digit is cell error, and the converged value is $1.421$.

Equation \eqref{integral} was solved with the film divided into cells of uniform temperature. At $\tau=1$ this gives $Q=0.5534$, and following the intensity along separate directions gives the same value. The ratios $k_{\rm eff}/k$ are:

\begin{center}
\begin{tabular}{ccc}
$L/\Lambda$ & formula & full solution\\
0.1 & 0.0698 & 0.0687\\
1 & 0.429 & 0.415\\
10 & 0.882 & 0.876
\end{tabular}
\end{center}

Among 25 values of $L/\Lambda$ between 0.02 and 10, the formula was always high. The largest excess, relative to the full solution, was 3.4\%; the maximum is flat and lies near $L/\Lambda=0.7$. Equation \eqref{result} is thus an interpolation with exact limits, and a good one within the gray model.

\section*{(f) Walls that are not black}

\emph{Let each wall absorb a fraction $\alpha$ of the arriving energy and return the rest diffusely. Generalize \eqref{result}.}

At equal temperatures a wall must emit as much as it absorbs, so its emission is $\alpha$ times that of a black wall. At the hot wall
\begin{equation}
j_+(0)=\alpha\frac{CvT_1}{4}+(1-\alpha)j_-(0).
\end{equation}
Subtract $j_-(0)$ to obtain $q$, then insert $j_-(0)=CvT(0)/4-q/2$:
\begin{align}
\frac q\alpha&=\frac{CvT_1}{4}-j_-(0)=\frac{Cv[T_1-T(0)]}{4}+\frac q2,\\
T_1-T(0)&=\frac{4q}{Cv}\left(\frac1\alpha-\frac12\right).
\label{alphajump}
\end{align}
The cold wall gives the same jump. Adding both to $qL/k$ and using $4/(Cv)=4\Lambda/(3k)$,
\begin{equation}
k_{\rm eff}=\frac{k}{1+\dfrac{4\Lambda}{3L}\left(\dfrac2\alpha-1\right)} .
\label{alpha}
\end{equation}
For $\alpha=1$ this is \eqref{result}. For small $\alpha$ the wall resistance grows as $2/\alpha$, and bulk behaviour requires $L\gg8\Lambda/(3\alpha)$, not merely $L\gg\Lambda$. For $\alpha=0.5$ and $L=\Lambda$, the formula gives $Q=1/(3+0.75)=0.267$, and the directional solution gives $0.263$.

\section*{(g) More than one mean free path}

\emph{Real phonons have a wide range of mean free paths. At fixed $k$, does the spread raise or lower $k_{\rm eff}$?}

Let band $i$ hold a share $w_i$ of $Cv$ and have mean free path $\Lambda_i$, with $\sum_iw_i\Lambda_i=\Lambda$ so that $k$ is unchanged. If each band conserves its own energy, part (b) applies to each separately:
\begin{equation}
k_{\rm eff}=\frac{Cv}{3}\sum_iw_if(\Lambda_i),\qquad
f(\lambda)=\frac{\lambda}{1+c\lambda},\quad c=\frac4{3L}.
\label{bands}
\end{equation}
Here $f'=(1+c\lambda)^{-2}$ and $f''=-2c(1+c\lambda)^{-3}<0$. The function is concave, so its average cannot exceed its value at the average, and the spread lowers $k_{\rm eff}$. The long paths carry much of the bulk heat and are the ones that the film cuts short.

If scattering instead mixes the bands through a common local temperature, \eqref{bands} is no longer the P1 result. That case is solved numerically below.

\section*{(h) A 50 nm film under a copper line}

\emph{Take rough values in the regime of crystalline aluminium nitride, a dielectric considered for spreading heat: $C=2.4$ MJ/(m$^3$\,K), $v=6500$ m/s, $k=250$ W/(m\,K), $L=50$ nm. Evaluate the film, then judge the assumptions.}

\emph{The black-wall result.} In the gray model, with all of $C$ assigned to the phonons that carry heat, the mean free path follows from $k$:
\begin{equation}
\Lambda=\frac{3k}{Cv}=\frac{3\times250}{2.4\times10^6\times6500}\ {\rm m}=48.1\ {\rm nm}.
\end{equation}
With $L/\Lambda=1.04$ the film lies between the limits, and
\begin{equation}
k_{\rm eff}=\frac{250}{1+4(48.1)/(3\times50)}=\frac{250}{2.282}=110\ {\rm W/(m\,K)} .
\end{equation}
The full gray solution gives 106 W/(m\,K). In resistances, the bulk part $L/k$ is 0.200 and the wall part $4/(Cv)$ is 0.256, together 0.456 m$^2$K/GW. Each wall jump takes $0.128/0.456=28\%$ of the total drop; the full solution gives 24\%.

Let the line carry 10 MA/cm$^2$ with resistivity 4 $\mu\Omega\,$cm and height 50 nm, and let all its heat pass through the film:
\begin{equation}
q=(10^{11})^2(4\times10^{-8})(50\times10^{-9})=2\times10^{7}\ {\rm W/m^2}=2\ {\rm kW/cm^2}.
\end{equation}
The drop is $2\times10^7\times0.456\times10^{-9}$ K, or 9 mK, so treating $C$ as constant across the film is safe.

\emph{Corrections inside the film.} Three bands with equal shares of $Cv$ and mean free paths of 0.1, 0.4 and 2.5 times $\Lambda$ keep $k$ fixed. Equation \eqref{bands} then gives 79 W/(m\,K), 28\% below the single-path formula. The numerical solution gives 77 if each band conserves its own energy, and 79 with a common temperature. The match between the formula and the second value is accidental: the formula's excess for separate bands happens to be nearly equal to the gain from mixing. The choice of $C$ matters even more. The full heat capacity includes optical phonons, which carry little heat, so the phonons that do carry it need longer paths to give the same $k$. If they hold only a third of $C$, then $\Lambda$ triples to 144 nm and \eqref{result} gives 52 W/(m\,K). The 110 W/(m\,K) is thus likely to be too high for this crystal even with black walls. In the original gray model, grain boundaries 30 nm apart, with scattering rates added, shorten the path to $1/(1/48.1+1/30)=18.5$ nm and give 64 W/(m\,K).

At 400 K, take $k\propto1/T$ and scale $C$ by a Debye model with a Debye temperature of 950 K. Then $k=188$ W/(m\,K) and $C=2.90$ MJ/(m$^3$\,K), but $k_{\rm eff}$ falls only to 104 W/(m\,K). In this model the larger $C$ lowers the wall resistance and offsets much of the loss in $k$. A real film would gain less, because most of the rise in $C$ comes from optical phonons. The thermal wavelength $hv/(k_BT)$ at 300 K is about 1 nm, well below $L$, which supports a particle description for typical phonons.

\emph{Real interfaces.} If the film keeps the bulk conductivity assumed here, the assumption that fails most severely is that of black walls. A metal and a dielectric have different phonon spectra, and a rough interface conductance is $G=200$ MW/(m$^2$K), or 5 m$^2$K/GW per side. Setting $1/G$ equal to the jump \eqref{alphajump} divided by $q$ gives
\begin{equation}
\frac1\alpha=\frac{5}{0.256}+\frac12\simeq20,\qquad \alpha\simeq0.05 .
\end{equation}
This $\alpha$ is an effective number, since $C$ includes optical phonons that carry little heat. The total resistance becomes $0.2+2\times5=10.2$ m$^2$K/GW. The effective conductivity is then 4.9 W/(m\,K), about 22 times below the black-wall value, and the drop across the film is 0.2 K. The bulk value of 250 W/(m\,K) also belongs to good crystals; deposited films are often far below it. The 110 W/(m\,K) is therefore an idealized value and not a prediction for a device. With $k=250$ W/(m\,K) and this $G$, better interfaces would help much more than better crystal quality. In a deposited film with $k=5$ W/(m\,K), however, $L/k$ is also 10 m$^2$K/GW, and the two matter equally.

\emph{The copper side.} Electrons carry most of the heat in copper, while the model lets phonons carry it across the interface. Let $\theta$ be the phonon temperature minus that of the electrons, which are taken as isothermal because they conduct so well. With coupling $g$ and phonon conductivity $k_p$,
\begin{equation}
k_p\theta''=g\theta\ \Rightarrow\ \theta=\theta_0e^{-x/\ell},\quad \ell=\sqrt{k_p/g},\quad
R=\frac{\theta_0}{k_p\theta_0/\ell}=\frac1{\sqrt{gk_p}} .
\end{equation}
Rough values $g=10^{17}$ W/(m$^3$K) and $k_p=10$ W/(m\,K) give $\ell=10$ nm and $R=1$ m$^2$K/GW per side. This exceeds the whole black-wall resistance of the film. It is not added to the 10.2 above, because a measured interface conductance may already contain it.

\emph{Transient heating.} The steady result holds once the film has settled. A cautious scale for this is the film's heat capacity per area times the resistance, $CLR$. Here $CL=0.12$ J/(m$^2$K), so the scale is 55 ps for black walls and 1.2 ns with the rough interfaces. The slowest decay is faster than this. With both wall temperatures fixed the film drains through both sides, and the time is about a quarter of $CLR$: $CL/(2G)=0.3$ ns with the rough interfaces, and about 13 ps for black walls from the time-dependent gray equation. With a fixed flux on one side it is about half of $CLR$. Pulses should be long compared with this, and also with the time the line itself needs to warm, which this scale leaves out. For times near the flight time $L/v=7.7$ ps, the equation for $I$ needs its time derivative, and no steady conductivity describes the film.

\emph{A glassy film for contrast.} Silica-like values $C=1.6$ MJ/(m$^3$K), $v=4000$ m/s and $k=1.4$ W/(m\,K) give $\Lambda=0.66$ nm. At the same thickness, $k_{\rm eff}=1.38$ W/(m\,K), only 1.7\% below bulk by the formula, and 1.8\% in the full gray solution. A path this short is comparable with atomic spacings, so $\Lambda$ is here a label for the size of $k$ and not a distance that a wave packet travels. Black-wall size effects at 50 nm are small as long as the paths that carry the heat are much shorter than the film.

\section*{Calculated quantities}
\begin{verbatim}
Gray film, L/mfp = 1: Q cells 0.5534, Q sweep 0.5534
L/mfp 0.01: k_eff/k formula 0.00744, full 0.00743
L/mfp 0.1: k_eff/k formula 0.06977, full 0.06868
L/mfp 1: k_eff/k formula 0.42857, full 0.41506
L/mfp 10: k_eff/k formula 0.88235, full 0.87579
L/mfp 40: k_eff/k formula 0.9677, full 0.9659
Milne extrapolation length / mfp: 0.7104
Thick-film slip coefficient: formula 1.3333, full 1.420
Thin-film loss (1-Q)/(L/mfp) at 0.001: full 0.996
Same loss from the formula: 0.749
Ballistic Q with Mark conditions: 1.1547
Largest excess of formula: 3.36 % at L/mfp 0.75
Walls absorbing 0.5, L/mfp 1: Q formula 0.2667, full 0.2627
Film thickness: 50 nm
Heat capacity: 2.4 MJ/(m3 K); speed: 6500 m/s
Bulk conductivity: 250 W/(m K)
Mean free path: 48.08 nm; L/mfp: 1.040
k_eff formula: 109.6 W/(m K); k_eff/k: 0.4382
k_eff full gray solution: 106.1 W/(m K)
Bulk part L/k: 0.2000 m2 K/GW
Wall part 4/(C v): 0.2564 m2 K/GW
Film resistance: 0.4564 m2 K/GW
Jump at each wall / total drop: formula 0.281, full 0.238
Line: 10 MA/cm2, 4 uOhm cm, height 50 nm
Heat flux: 2.00 kW/cm2; film drop: 9.13 mK
Silica-like C: 1.6 MJ/(m3 K); v: 4000 m/s; k: 1.4 W/(m K)
Silica-like mfp: 0.656 nm; k_eff: 1.376 W/(m K)
Three bands, mfp factors 0.1, 0.4, 2.5: formula sum 79.0 W/(m K)
Three bands, full: separate 76.9, shared T 78.9 W/(m K)
Grain 30 nm: mfp 18.47 nm, k_eff 64.4 W/(m K)
At 400 K: C 2.90 MJ/(m3 K), k 187.5 W/(m K)
At 400 K: mfp 29.88 nm, k_eff 104.3 W/(m K)
Interface conductance (rough, each): 200 MW/(m2 K)
Equivalent absorbed fraction alpha: 0.0500
With such interfaces: k_eff 4.90 W/(m K), resistance 10.20 m2 K/GW
Film drop with such interfaces: 204 mK
Copper: g 1e+17 W/(m3 K), phonon k 10 W/(m K)
Copper electron-phonon length: 10.0 nm; resistance: 1.00 m2 K/GW per side
Thermal phonon wavelength h v/(kB T) at 300 K: 1.04 nm
Flight time L/v: 7.7 ps; scattering time: 7.4 ps
Settling scale C L R: black walls 55 ps, rough interfaces 1224 ps
\end{verbatim}
